# How orbital-density overlap sets the convergence of GW levels and gaps: a numerical check

```python
"""Band and basis convergence of GW levels.

Result under test (Hartree atomic units): when empty states stop at momentum Gc,
the missing GW correlation energy of level n is, to leading order,
    dE_n = -(8/3) P_n / Gc^3 = -(4 V / (9 pi^2)) P_n / N,
    P_n  = integral of rho(r) |phi_n(r)|^2,
rho = spin-summed density, V = cell volume, N = number of bands.
A gap therefore carries only the difference of two overlaps P.
Model: two electrons per cell in a periodic Gaussian well, full RPA screening.
Example: overlaps P_n of the Zn(OH)2 molecule from a PBE calculation.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.special import dawsn
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- 1. Factor 8/3: pair of Gaussian orbitals, free high-momentum states ----
sigma = 1.0
overlap_gauss = 2 * quad(lambda r: 4 * np.pi * r**2 * (np.pi * sigma**2)**-3
                         * np.exp(-2 * r**2 / sigma**2), 0, 12)[0]
relative_norm = (2 * np.pi * sigma**2)**-1.5


def gaussian_tail(cut):
    def integrand(G):
        amplitude = 4 * np.pi / G * 2 * sigma * dawsn(G * sigma)
        return 2 * relative_norm * amplitude**2 / (2 * np.pi**2)
    return quad(integrand, cut, np.inf, epsabs=0, epsrel=1e-8)[0]


gauss_ratio = {c: gaussian_tail(c) / (8 * overlap_gauss / (3 * c**3))
               for c in (5.0, 30.0)}
assert abs(gauss_ratio[30.0] - 1) < 0.01
print("Gaussian pair: quadrature tail / formula")
for c, ratio in gauss_ratio.items():
    print(f"  Gc*sigma = {c:4.1f}: ratio = {ratio:.4f}")

# ---- 2. Model crystal: orbitals in symmetry-adapted plane waves ----
L, depth, widths = 6.0, 1.5, (1.95, 2.00, 2.05)
J = 11                                   # plane-wave radius in units 2 pi / L
V, g = L**3, 2 * np.pi / L
mean_potential = -depth * np.prod([w * np.sqrt(np.pi) / L for w in widths])
K = np.array([k for k in itertools.product(range(-J, J + 1), repeat=3)
              if k[0]**2 + k[1]**2 + k[2]**2 <= J * J])
Q = K[(K >= 0).all(axis=1) & (K != 0).any(axis=1)]   # one octant, q=0 omitted
multiplicity = 2.0**(Q != 0).sum(axis=1)
coulomb = multiplicity * 4 * np.pi / (g * g * (Q**2).sum(axis=1)) / V


def well_matrix(width, odd):
    """1D matrix of exp(-x^2/width^2) between cosines (odd=0) or sines (odd=1)."""
    j = np.arange(J + 1)

    def fourier(m):
        return width * np.sqrt(np.pi) / L * np.exp(-(g * m * width)**2 / 4)
    minus, plus = fourier(j[:, None] - j), fourier(j[:, None] + j)
    if odd:
        return minus - plus
    norm = np.where(j == 0, np.sqrt(0.5), 1.0)
    return (minus + plus) * norm[:, None] * norm


parities = list(itertools.product((0, 1), repeat=3))
blocks = {}
for par in parities:
    reps = K[(K >= np.array(par)).all(axis=1)]
    H = -depth * np.ones((len(reps), len(reps)))
    for axis in range(3):
        n_axis = reps[:, axis]
        H *= well_matrix(widths[axis], par[axis])[np.ix_(n_axis, n_axis)]
    H += np.diag(g * g * (reps**2).sum(axis=1) / 2)
    energies, vectors = eigh(H)
    lookup = -np.ones((J + 1,) * 3, dtype=int)
    lookup[tuple(reps.T)] = np.arange(len(reps))
    column = lookup[tuple(np.abs(K).T)]
    sign = np.prod(np.where(np.array(par) == 1, np.sign(K), 1), axis=1)
    value = sign / np.sqrt(2.0**(K != 0).sum(axis=1))
    rows = np.nonzero(column >= 0)[0]
    to_waves = csr_matrix((value[rows], (rows, column[rows])),
                          shape=(len(K), len(reps)))
    blocks[par] = (energies, vectors, to_waves)

side = 4 * J + 1
shifted = [K[:, None, a] - Q[None, :, a] + 2 * J for a in range(3)]
flat_index = (shifted[0] * side + shifted[1]) * side + shifted[2]
del shifted


def wave_coefficients(state):
    par, i = state
    return blocks[par][2] @ blocks[par][1][:, i]


def shift_table(state):
    box = np.zeros((side,) * 3)
    box[tuple((K + 2 * J).T)] = wave_coefficients(state)
    return box.ravel()[flat_index]


def pair_densities(table, par, count=None):
    """Fourier components of phi_m phi_n for the first `count` bands m."""
    _, vectors, to_waves = blocks[par]
    return vectors[:, :count].T @ (to_waves.T @ table)


def density_on_grid(state, M=48):
    box = np.zeros((M,) * 3)
    box[tuple((K % M).T)] = wave_coefficients(state)
    return np.abs(np.fft.ifftn(box) * M**3)**2 / V


# ---- 3. RPA excitations, and their unscreened counterparts ----
even = (0, 0, 0)
occupied = (even, 0)
e_occ = blocks[even][0][0]
assert all(blocks[p][0][0] > e_occ for p in parities if p != even)
occ_table = shift_table(occupied)
screened, bare = {}, {}
for par in parities:
    first = 1 if par == even else 0      # leave out the occupied orbital
    rho = pair_densities(occ_table, par)[first:]
    D = blocks[par][0][first:] - e_occ
    kernel = (rho * coulomb) @ rho.T
    root = np.sqrt(D)
    omega2, Z = eigh(root[:, None] * (np.diag(D) + 4 * kernel) * root)
    omega = np.sqrt(omega2)
    XplusY = root[:, None] * Z / np.sqrt(omega)
    screened[par] = (omega, np.sqrt(2) * (XplusY.T @ rho) * coulomb)
    bare[par] = (D, np.sqrt(2) * rho * coulomb)

# ---- 4. Explicit GW band sums and their tails ----
norm2 = np.sort((K**2).sum(axis=1))
N_low, N_high, N_all = (int(np.searchsorted(norm2, s, side="right"))
                        for s in (25, 64, 81))
all_energies = np.sort(np.concatenate([blocks[p][0] for p in parities]))
e_low, e_top = all_energies[N_low - 1], all_energies[N_all - 1]
# Smooth windows, wider than the shell spacing, remove free-electron shell noise.
window_width = 0.7
centers = np.linspace(4.8, 7.3, 11)


def local_prefactors(energies, contributions):
    """Average of -V k^6 (band contribution)/(16 pi^2) in each momentum window."""
    k = np.sqrt(np.clip(2 * (energies - mean_potential), 0, None))
    window = np.exp(-(k - centers[:, None])**2 / (2 * window_width**2))
    mean = (window @ (contributions * k**6)) / window.sum(axis=1)
    return -V * mean / (16 * np.pi**2)


states = {"s": occupied, "p_x": ((1, 0, 0), 0),
          "p_z": ((0, 0, 1), 0), "even2": (even, 1)}
occ_density = 2 * density_on_grid(occupied)
P, P_last, P_tail = {}, {}, {}
tail, tail_bare, hole_share, law = {}, {}, {}, {}
for name, state in states.items():
    par_n, i_n = state
    e_n = blocks[par_n][0][i_n]
    table = shift_table(state)
    band_e, part, part_bare = [], [], []
    for par_m in parities:
        count = int(np.searchsorted(blocks[par_m][0], e_top, side="right"))
        e_m = blocks[par_m][0][:count]
        rho = pair_densities(table, par_m, count)
        par_s = tuple(a ^ b for a, b in zip(par_n, par_m))
        for source, store in ((screened, part), (bare, part_bare)):
            omega, vertex = source[par_s]
            w2 = (rho @ vertex.T)**2
            term = (w2 / (e_n - e_m[:, None] - omega)).sum(axis=1)
            if par_m == even:
                term[0] = 0.0            # occupied band belongs to hole part
                if source is bare:
                    high = omega + e_occ > e_low
                    hole = (w2[0] / (e_n - e_occ + omega))[high].sum()
            store.append(term)
        band_e.append(e_m)
    band_e = np.concatenate(band_e)
    order = np.argsort(band_e)
    part = np.concatenate(part)[order]
    part_bare = np.concatenate(part_bare)[order]
    tail[name] = part[N_low:N_high].sum()
    tail_bare[name] = part_bare[N_low:N_high].sum()
    hole_share[name] = abs(hole / tail[name])
    local = local_prefactors(band_e[order], part)
    P_last[name] = local[-1]
    P_tail[name] = np.polyfit(centers**-2, local, 2)[-1]
    P[name] = np.mean(occ_density * density_on_grid(state)) * V
    law[name] = -4 * V * P[name] / (9 * np.pi**2) * (1 / N_low - 1 / N_high)

print(f"Model crystal: L = {L} bohr, well depth = {depth} Ha, widths = {widths} bohr")
print(f"  plane waves = {len(K)}, tail = bands {N_low + 1} to {N_high}")
print(f"  prefactor windows centred from {centers[0]:.1f} to {centers[-1]:.1f} bohr^-1")
print("  state | P direct, P last window, P extrapolated (bohr^-3)"
      " | GW tail, 1/N law (mHa)")
for name in states:
    print(f"  {name:5s} | {P[name]:.5f}, {P_last[name]:.5f}, {P_tail[name]:.5f} | "
          f"{1e3 * tail[name]:.4f}, {1e3 * law[name]:.4f}")
gap_similar = tail["p_x"] - tail["p_z"]
gap_different = tail["even2"] - tail["s"]
screen_change = max(abs(tail_bare[n] / tail[n] - 1) for n in states)
print(f"  tail of gap p_x - p_z   = {1e3 * gap_similar:.4f} mHa")
print(f"  tail of gap even2 - s   = {1e3 * gap_different:.4f} mHa")
print(f"  largest change of tail without higher-order screening = "
      f"{100 * screen_change:.2f} %")
print(f"  largest hole-part share of tail = {max(hole_share.values()):.1e}")

# Tolerances: higher inverse powers of momentum remain at finite cutoff.
for name in ("s", "p_x", "p_z"):
    assert abs(P_tail[name] / P[name] - 1) < 0.10
assert abs(P_tail["even2"] - P["even2"]) < 0.05 * P["s"]
assert abs(tail["s"] / law["s"] - 1) < 0.30
assert all(t < 0 for t in tail.values())
assert abs(gap_similar) < 0.2 * abs(tail["p_x"])
assert gap_different > 0.3 * abs(tail["s"])
assert screen_change < 0.05
assert max(hole_share.values()) < 1e-2

# ---- 5. Zn(OH)2: overlap prefactors of real d, O 2p and empty levels ----
zn_o, o_h, angle = 1.80, 0.96, 115.0     # angstrom, angstrom, degrees (Zn-O-H)
h_x = o_h * np.sin(np.radians(angle))
h_z = zn_o - o_h * np.cos(np.radians(angle))
mol = gto.M(atom=[("Zn", (0, 0, 0)), ("O", (0, 0, zn_o)), ("O", (0, 0, -zn_o)),
                  ("H", (h_x, 0, h_z)), ("H", (-h_x, 0, -h_z))],
            basis="def2-svp", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.kernel()
if not mf.converged:                     # second-order solver as a fallback
    start_orbitals, start_occupation = mf.mo_coeff, mf.mo_occ
    mf = mf.newton()
    mf.kernel(start_orbitals, start_occupation)
assert mf.converged
C = mf.mo_coeff
n_occ, n_core = mol.nelectron // 2, 7    # core: Zn 1s 2s 2p and both O 1s
orbital_density = dft.numint.eval_ao(mol, mf.grids.coords) @ C
orbital_density = orbital_density**2
weights = mf.grids.weights
assert np.allclose(weights @ orbital_density[:, n_core:n_occ + 1], 1, atol=2e-3)
rho_explicit = 2 * orbital_density[:, n_core:n_occ].sum(axis=1)
rho_valence = 2 * orbital_density[:, n_core + 4:n_occ].sum(axis=1)
P_mol = (weights * rho_explicit) @ orbital_density
P_val = (weights * rho_valence) @ orbital_density

s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
lowdin = ((s_vec * np.sqrt(s_val)) @ s_vec.T @ C)**2
labels = mol.ao_labels(fmt=None)
zn_d = lowdin[[l[1] == "Zn" and "d" in l[2] for l in labels]].sum(axis=0)
o_p = lowdin[[l[1] == "O" and "p" in l[2] for l in labels]].sum(axis=0)
kinetic = np.einsum("pi,pq,qi->i", C, mol.intor("int1e_kin"), C)

print(f"Zn(OH)2, PBE/def2-SVP: Zn-O = {zn_o:.2f} angstrom, O-H = {o_h:.2f} angstrom,"
      f" Zn-O-H = {angle:.0f} degrees")
print("  orbital: energy (eV), Zn d and O p weights, P, P without Zn 3s3p (bohr^-3)")
for i in range(n_core + 4, n_occ + 1):
    print(f"  {i + 1:2d}: {mf.mo_energy[i] * HARTREE_EV:8.3f}, {zn_d[i]:.2f}, "
          f"{o_p[i]:.2f}, {P_mol[i]:.4f}, {P_val[i]:.4f}")

valence = np.arange(n_core + 4, n_occ)
d_level = valence[np.argmax(zn_d[valence])]
p_level = valence[np.argmax(o_p[valence])]
others = [i for i in valence if i != d_level
          and abs(mf.mo_energy[i] - mf.mo_energy[d_level]) > 1e-3]
d_second = others[int(np.argmax(zn_d[others]))]
chosen = {"Zn 3d": d_level, "second Zn 3d": d_second,
          "O 2p": p_level, "lowest empty": n_occ}
G_cut, target_eV = 20.0, 0.010
error = {n: -8 * P_mol[i] / (3 * G_cut**3) * HARTREE_EV * 1e3
         for n, i in chosen.items()}
print(f"Leading estimates; common Gc = {G_cut} bohr^-1, target = "
      f"{1e3 * target_eV:.0f} meV")
print("  level (orbital): rms momentum (bohr^-1), missing energy (meV),"
      " Gc for target (bohr^-1), cutoff energy (Ha)")
for name, i in chosen.items():
    needed = (8 * P_mol[i] * HARTREE_EV / (3 * target_eV))**(1 / 3)
    print(f"  {name} ({i + 1}): {np.sqrt(2 * kinetic[i]):.2f}, {error[name]:.2f}, "
          f"{needed:.2f}, {needed**2 / 2:.1f}")
for upper, lower in (("second Zn 3d", "Zn 3d"), ("lowest empty", "O 2p"),
                     ("lowest empty", "Zn 3d")):
    print(f"  missing part of gap {upper} - {lower} = "
          f"{error[upper] - error[lower]:.2f} meV")
print(f"  P ratios: Zn 3d / lowest empty = {P_mol[d_level] / P_mol[n_occ]:.2f}, "
      f"O 2p / lowest empty = {P_mol[p_level] / P_mol[n_occ]:.2f}")
assert P_mol[d_level] > P_mol[p_level] > P_mol[n_occ]
assert abs(error["second Zn 3d"] - error["Zn 3d"]) < 0.5 * abs(error["Zn 3d"])

print("verified")
```

Output:

```
Gaussian pair: quadrature tail / formula
  Gc*sigma =  5.0: ratio = 1.0253
  Gc*sigma = 30.0: ratio = 1.0007
Model crystal: L = 6.0 bohr, well depth = 1.5 Ha, widths = (1.95, 2.0, 2.05) bohr
  plane waves = 5575, tail = bands 516 to 2109
  prefactor windows centred from 4.8 to 7.3 bohr^-1
  state | P direct, P last window, P extrapolated (bohr^-3) | GW tail, 1/N law (mHa)
  s     | 0.03652, 0.03600, 0.03648 | -0.4969, -0.5214
  p_x   | 0.01938, 0.02102, 0.01928 | -0.3043, -0.2767
  p_z   | 0.02036, 0.02202, 0.02026 | -0.3181, -0.2906
  even2 | 0.02160, 0.02295, 0.02149 | -0.3252, -0.3084
  tail of gap p_x - p_z   = 0.0138 mHa
  tail of gap even2 - s   = 0.1717 mHa
  largest change of tail without higher-order screening = 0.32 %
  largest hole-part share of tail = 1.4e-06
Zn(OH)2, PBE/def2-SVP: Zn-O = 1.80 angstrom, O-H = 0.96 angstrom, Zn-O-H = 115 degrees
  orbital: energy (eV), Zn d and O p weights, P, P without Zn 3s3p (bohr^-3)
  12:  -22.886, 0.03, 0.02, 0.4553, 0.4341
  13:  -22.641, 0.00, 0.02, 0.4329, 0.4266
  14:  -12.682, 0.54, 0.34, 1.8204, 1.0383
  15:  -11.459, 0.93, 0.06, 3.0809, 1.6632
  16:  -11.377, 0.95, 0.05, 3.1475, 1.6991
  17:  -11.261, 1.00, 0.00, 3.3092, 1.7664
  18:  -11.261, 1.00, 0.00, 3.3123, 1.7678
  19:  -10.498, 0.00, 0.66, 0.3392, 0.3241
  20:   -9.465, 0.40, 0.31, 1.6516, 0.9474
  21:   -6.999, 0.06, 0.69, 0.5666, 0.4298
  22:   -6.803, 0.00, 0.86, 0.3767, 0.3586
  23:   -6.282, 0.00, 0.88, 0.3560, 0.3469
  24:   -5.613, 0.05, 0.92, 0.5917, 0.4861
  25:   -1.624, 0.08, 0.17, 0.4675, 0.3008
Leading estimates; common Gc = 20.0 bohr^-1, target = 10 meV
  level (orbital): rms momentum (bohr^-1), missing energy (meV), Gc for target (bohr^-1), cutoff energy (Ha)
  Zn 3d (18): 4.72, -30.04, 28.86, 416.4
  second Zn 3d (16): 4.58, -28.55, 28.37, 402.5
  O 2p (24): 2.45, -5.37, 16.25, 132.1
  lowest empty (25): 2.18, -4.24, 15.03, 112.9
  missing part of gap second Zn 3d - Zn 3d = 1.49 meV
  missing part of gap lowest empty - O 2p = 1.13 meV
  missing part of gap lowest empty - Zn 3d = 25.80 meV
  P ratios: Zn 3d / lowest empty = 7.09, O 2p / lowest empty = 1.27
verified
```
